# Subband openings and Fermi-energy cusps in a hard-wall metal film: a numerical check

```python
"""Free-electron film between hard walls, at fixed density n = sheet density / L.

Result under test: subband M+1 starts to fill at
    L = (lambda_b/2) * [M (M+1) (4M+5) / 4]**(1/3),
so the second subband opens at 0.825 lambda_b; the Fermi energy has a cusp
(local maximum) at each opening, and the cusp spacing tends to lambda_b/2.

Symbols: k_b, lambda_b, E_b = bulk Fermi wavenumber, wavelength and energy at
the same density; L = distance between walls; M = number of filled subbands.
Tests use units k_b = 1 and E_b = 1, so energy is wavenumber squared.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

PI = np.pi
DENSITY = 1 / (3 * PI**2)      # density for k_b = 1, tested below
HALF_WAVE = PI                 # lambda_b / 2 for k_b = 1


def hard_levels(thickness):
    count = int(2 * thickness / PI) + 4
    return (PI * np.arange(1, count + 1) / thickness)**2


def fill_levels(levels, sheet_density):
    """Fermi energy from the electron count, solved numerically."""
    def surplus(energy):
        return np.maximum(energy - levels, 0).sum() / (2 * PI) - sheet_density
    top = levels[0] + 2 * PI * sheet_density + 1
    return brentq(surplus, levels[0], top, xtol=1e-14, rtol=1e-14)


def fermi_energy(thickness, wall_offset=0.0):
    sheet = DENSITY * (thickness - wall_offset)
    return fill_levels(hard_levels(thickness), sheet)


def find_opening(filled, wall_offset=0.0):
    """Wall distance where the next subband meets the Fermi energy."""
    def gap(thickness):
        next_level = (PI * (filled + 1) / thickness)**2
        return fermi_energy(thickness, wall_offset) - next_level
    return brentq(gap, PI * filled, PI * (filled + 2), xtol=1e-13, rtol=1e-14)


def opening_formula(filled):
    return (filled * (filled + 1) * (4 * filled + 5) / 4)**(1 / 3)


def trough_formula(filled):
    return (filled * (filled + 1) * (2 * filled + 1) / 2)**(1 / 3)


# Bulk density from counting plane waves inside the Fermi sphere.
radius = 40
axis = np.arange(-radius, radius + 1)
square = axis**2
sphere = (square[:, None, None] + square[None, :, None]
          + square[None, None, :]) <= radius**2
counted_density = 2 * sphere.sum() / (2 * PI * radius)**3
assert abs(counted_density / DENSITY - 1) < 2e-3

# Subband energies from a grid Hamiltonian with the film walls as end points.
test_thickness = 7.0
intervals = 1500
step = test_thickness / intervals
grid_levels = eigh_tridiagonal(
    np.full(intervals - 1, 2 / step**2), np.full(intervals - 2, -1 / step**2),
    eigvals_only=True, select='i', select_range=(0, 3))
assert np.allclose(grid_levels, hard_levels(test_thickness)[:4], rtol=1e-4)

# Fill explicit orbitals of a wide periodic film just below and above opening.
width = 600.0
plane_k = 2 * PI * np.arange(-150, 151) / width
plane_energy = (plane_k[:, None]**2 + plane_k[None, :]**2).ravel()
second_occupation = []
for factor in (0.995, 1.005):
    thickness = factor * HALF_WAVE * opening_formula(1)
    orbital_energy = np.concatenate(
        [plane_energy + (PI * j / thickness)**2 for j in (1, 2, 3)])
    orbital_band = np.repeat([1, 2, 3], plane_energy.size)
    pairs = int(round(DENSITY * thickness * width**2 / 2))
    order = np.argsort(orbital_energy)[:pairs]
    second_occupation.append(int(2 * (orbital_band[order] == 2).sum()))
    highest = orbital_energy[order[-1]]
    assert abs(highest - fermi_energy(thickness)) < 4e-3
assert second_occupation[0] == 0 and second_occupation[1] > 0

# Openings found from the electron count agree with the closed formula.
for filled in (1, 2, 3, 7, 20, 40):
    found = find_opening(filled) / HALF_WAVE
    assert abs(found - opening_formula(filled)) < 1e-9

# Scan thickness: every local maximum is an opening, minima lie between them.
scan = np.arange(1.2, 9.0, 0.002)
curve = np.array([fermi_energy(HALF_WAVE * s) for s in scan])
inner = curve[1:-1]
maxima = scan[1:-1][(inner > curve[:-2]) & (inner > curve[2:])]
minima = scan[1:-1][(inner < curve[:-2]) & (inner < curve[2:])]
bands = np.arange(1, 9)
assert len(maxima) == len(minima) == len(bands)
assert np.max(np.abs(maxima - opening_formula(bands))) < 0.0021
assert np.max(np.abs(minima - trough_formula(bands))) < 0.0021
for filled in bands:
    s_low = trough_formula(filled)
    assert abs(fermi_energy(HALF_WAVE * s_low) - s_low / filled) < 1e-10

# One-sided slopes at the cusps.
for filled in (1, 2, 7):
    cusp = find_opening(filled)
    shift = 1e-5 * cusp
    peak = fermi_energy(cusp)
    left = (peak - fermi_energy(cusp - shift)) / shift
    right = (fermi_energy(cusp + shift) - peak) / shift
    scale = PI**2 / (2 * cusp**3)
    assert abs(left / scale - (filled + 1)) < 2e-3 * (filled + 1)
    assert abs(right / scale + (3 * filled + 4)) < 2e-3 * (3 * filled + 4)

# Spacing: above one half wavelength, falling, with the predicted excess.
found_openings = np.array([find_opening(m) for m in range(1, 43)]) / HALF_WAVE
spacings = np.diff(found_openings)
assert np.all(spacings > 1) and np.all(np.diff(spacings) < 0)
excess_40 = spacings[39] - 1
leading_excess_40 = 7 / (48 * 40 * 41)
refined_excess_40 = 7 / (48 * (40 + 15 / 28) * (40 + 43 / 28))
# The refined law omits relative terms of order 1/M**2, a few 1e-4 here.
assert abs(excess_40 / refined_excess_40 - 1) < 1e-3
# The leading law omits a relative term near 1.07/M, about 0.27% at M = 400.
excess_400 = (find_opening(401) - find_opening(400)) / HALF_WAVE - 1
leading_excess_400 = 7 / (48 * 400 * 401)
assert abs(excess_400 / leading_excess_400 - 1) < 4e-3
deficits = np.arange(1, 43) + 0.75 - found_openings
assert np.all(deficits > 0) and np.all(np.diff(deficits) < 0)

# Hard walls displaced outside the neutralising background.
offset = 0.75 * HALF_WAVE
far = 40.3 * HALF_WAVE
assert abs(fermi_energy(far, offset) - 1) < 1e-3
assert fermi_energy(far) - 1 > 1e-2
neutral_first = (find_opening(1, offset) - offset) / (2 * HALF_WAVE)
neutral_spacing = (find_opening(41, offset)
                   - find_opening(40, offset)) / (2 * HALF_WAVE)
assert abs(neutral_spacing - 0.5) < 1e-3

# Worked example: rough values in the regime of a titanium nitride gate.
density_cm3 = 5e22
film_nm = 2.0
barrier_eV = 2.5
temperature_K = 300.0
resistivity_uohm_cm = 100.0
thickness_step_nm = 0.2
density_SI = density_cm3 * 1e6
k_bulk = (3 * PI**2 * density_SI)**(1 / 3)
wave_nm = 2 * PI / k_bulk * 1e9
bulk_eV = (const.hbar * k_bulk)**2 / (2 * const.m_e) / const.e
film = film_nm * 1e-9 * k_bulk
film_levels = hard_levels(film)
film_fermi = fermi_energy(film)
film_filled = int((film_levels < film_fermi).sum())
gap_eV = (film_levels[film_filled] - film_levels[film_filled - 1]) * bulk_eV
cusp_before = find_opening(film_filled - 1)
cusp_after = find_opening(film_filled)
trough = HALF_WAVE * trough_formula(film_filled)
fall_meV = (fermi_energy(cusp_before) - fermi_energy(trough)) * bulk_eV * 1e3
rise_meV = (fermi_energy(cusp_after) - fermi_energy(trough)) * bulk_eV * 1e3
stepped = film + thickness_step_nm * 1e-9 * k_bulk
step_meV = (fermi_energy(stepped) - film_fermi) * bulk_eV * 1e3

# Thermal rounding at the cusp above the example thickness.
thermal_eV = const.k * temperature_K / const.e
thermal = thermal_eV / bulk_eV
cusp_levels = hard_levels(cusp_after)


def thermal_surplus(potential):
    filling = thermal * np.logaddexp(0, (potential - cusp_levels) / thermal)
    return filling.sum() / (2 * PI) - DENSITY * cusp_after


warm_fermi = brentq(thermal_surplus, 0.5, 2.0, xtol=1e-14)
thermal_shift_meV = (warm_fermi - fermi_energy(cusp_after)) * bulk_eV * 1e3

# Finite barrier: bound levels from the phase condition of a square well.
well_k = np.sqrt(1 + barrier_eV / bulk_eV)


def finite_levels(thickness):
    levels = []
    j = 1
    while well_k * thickness + PI > j * PI:
        def phase(k):
            return k * thickness + 2 * np.arcsin(k / well_k) - j * PI
        levels.append(brentq(phase, 0, well_k, xtol=1e-14)**2)
        j += 1
    return np.array(levels)


def finite_opening(filled):
    def gap(thickness):
        levels = finite_levels(thickness)
        return fill_levels(levels, DENSITY * thickness) - levels[filled]
    return brentq(gap, PI * filled, PI * (filled + 2), xtol=1e-12)


inside = 1600
step = film / inside
outside = int(15 / step)
potential = np.full(inside + 2 * outside, well_k**2)
potential[outside:outside + inside] = 0
grid_finite = eigh_tridiagonal(
    potential + 2 / step**2, np.full(potential.size - 1, -1 / step**2),
    eigvals_only=True, select='i', select_range=(0, 5))
assert np.max(np.abs(grid_finite - finite_levels(film)[:6])) < 1e-3
finite_first = finite_opening(1) / (2 * HALF_WAVE)
finite_fermi_eV = fill_levels(finite_levels(film), DENSITY * film) * bulk_eV

# Scattering estimate from the free-electron conductivity.
scatter_time = const.m_e / (density_SI * const.e**2
                            * resistivity_uohm_cm * 1e-8)
width_eV = const.hbar / scatter_time / const.e
path_nm = const.hbar * k_bulk / const.m_e * scatter_time * 1e9

print(f"Second-subband opening: {found_openings[0] / 2:.5f} lambda_b")
print(f"Electrons in subband 2, L 0.5% below: {second_occupation[0]}")
print(f"Electrons in subband 2, L 0.5% above: {second_occupation[1]}")
print(f"E_F at first cusp: {fermi_energy(find_opening(1)):.4f} E_b")
print("Opening subband, L/lambda_b, L (nm), spacing to next/lambda_b:")
for m in range(1, 9):
    position = found_openings[m - 1] / 2
    print(f"  {m + 1}  {position:.4f}  {position * wave_nm:.4f}"
          f"  {spacings[m - 1] / 2:.5f}")
print(f"Spacing, subbands 41 to 42: {spacings[39] / 2:.7f} lambda_b")
print(f"Its excess over half: {excess_40 / 2:.4e} lambda_b")
print(f"Leading-order excess: {leading_excess_40 / 2:.4e} lambda_b")
print(f"Next-order excess: {refined_excess_40 / 2:.4e} lambda_b")
print(f"Example density: {density_cm3:.2e} cm^-3")
print(f"Bulk Fermi wavelength: {wave_nm:.4f} nm")
print(f"Half bulk Fermi wavelength: {wave_nm / 2:.4f} nm")
print(f"Bulk Fermi energy: {bulk_eV:.4f} eV")
print(f"Film thickness: {film_nm:.2f} nm")
print(f"Film thickness: {film_nm / wave_nm:.4f} lambda_b")
print(f"Filled subbands: {film_filled}")
print(f"Film Fermi energy: {film_fermi * bulk_eV:.4f} eV")
print(f"Gap, top filled to next subband: {gap_eV:.3f} eV")
print(f"Cusp before film: {cusp_before / k_bulk * 1e9:.4f} nm")
print(f"Trough near film: {trough / k_bulk * 1e9:.4f} nm")
print(f"Cusp after film: {cusp_after / k_bulk * 1e9:.4f} nm")
print(f"Fall, earlier cusp to trough: {fall_meV:.2f} meV")
print(f"Rise, trough to later cusp: {rise_meV:.2f} meV")
print(f"Assumed thickness step: {thickness_step_nm:.2f} nm")
print(f"E_F change for added step: {step_meV:.2f} meV")
print(f"Temperature: {temperature_K:.0f} K")
print(f"Thermal energy: {thermal_eV * 1e3:.2f} meV")
print(f"Thermal shift at later cusp: {thermal_shift_meV:.2f} meV")
print(f"Barrier above bulk Fermi level: {barrier_eV:.2f} eV")
print(f"Finite-barrier first opening: {finite_first:.4f} lambda_b")
print(f"Finite-barrier first opening: {finite_first * wave_nm:.4f} nm")
print(f"Finite-barrier film Fermi energy: {finite_fermi_eV:.4f} eV")
print(f"Total wall displacement: {offset / (2 * HALF_WAVE):.4f} lambda_b")
print(f"Displaced-wall first opening: {neutral_first:.4f} lambda_b")
print(f"Displaced-wall late spacing: {neutral_spacing:.6f} lambda_b")
print(f"Assumed resistivity: {resistivity_uohm_cm:.0f} microohm cm")
print(f"Scattering width hbar/tau: {width_eV:.3f} eV")
print(f"Mean free path: {path_nm:.3f} nm")
print("ALL CHECKS PASSED")
```

Printed output:

```
Second-subband opening: 0.82548 lambda_b
Electrons in subband 2, L 0.5% below: 0
Electrons in subband 2, L 0.5% above: 464
E_F at first cusp: 1.4675 E_b
Opening subband, L/lambda_b, L (nm), spacing to next/lambda_b:
  2  0.8255  0.4551  0.52032
  3  1.3458  0.7419  0.50841
  4  1.8542  1.0222  0.50463
  5  2.3588  1.3004  0.50294
  6  2.8618  1.5777  0.50203
  7  3.3638  1.8545  0.50149
  8  3.8653  2.1309  0.50114
  9  4.3664  2.4072  0.50090
Spacing, subbands 41 to 42: 0.5000433 lambda_b
Its excess over half: 4.3316e-05 lambda_b
Leading-order excess: 4.4461e-05 lambda_b
Next-order excess: 4.3308e-05 lambda_b
Example density: 5.00e+22 cm^-3
Bulk Fermi wavelength: 0.5513 nm
Half bulk Fermi wavelength: 0.2756 nm
Bulk Fermi energy: 4.9490 eV
Film thickness: 2.00 nm
Film thickness: 3.6278 lambda_b
Filled subbands: 7
Film Fermi energy: 5.3000 eV
Gap, top filled to next subband: 1.410 eV
Cusp before film: 1.8545 nm
Trough near film: 2.0643 nm
Cusp after film: 2.1309 nm
Fall, earlier cusp to trough: 63.19 meV
Rise, trough to later cusp: 5.29 meV
Assumed thickness step: 0.20 nm
E_F change for added step: -27.24 meV
Temperature: 300 K
Thermal energy: 25.85 meV
Thermal shift at later cusp: -2.39 meV
Barrier above bulk Fermi level: 2.50 eV
Finite-barrier first opening: 0.6204 lambda_b
Finite-barrier first opening: 0.3420 nm
Finite-barrier film Fermi energy: 5.0407 eV
Total wall displacement: 0.3750 lambda_b
Displaced-wall first opening: 0.5963 lambda_b
Displaced-wall late spacing: 0.500025 lambda_b
Assumed resistivity: 100 microohm cm
Scattering width hbar/tau: 0.927 eV
Mean free path: 0.936 nm
ALL CHECKS PASSED
```
